# Vacuum degassing time of a steel sheet losing hydrogen through both faces

A wide steel sheet of thickness $L=2$ mm contains dissolved hydrogen at uniform concentration $c_0$. At time $t=0$, already at its working temperature, it is exposed to vacuum on both faces. The hydrogen diffusivity is $D=1.0\times10^{-10}$ m²/s. Concentrations count hydrogen atoms, and $x$ runs from one face ($x=0$) to the other ($x=L$).

In parts (a) to (c), take $D$ as constant, ignore traps and the edges of the sheet, and assume that hydrogen reaching a face leaves at once, so that the concentration there is zero. Parts (d) to (f) relax these assumptions one at a time. Where a concentration is needed, use $c_0=2\times10^{25}$ atoms/m³.

## Part (a)

**Question.** Derive the fraction $F(t)$ of the initial hydrogen that remains in the sheet.

**Answer.** Fick's law gives the atom flux $J=-D\,\partial c/\partial x$, and conservation of atoms gives $\partial c/\partial t=-\partial J/\partial x$. Together,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=c(L,t)=0,\qquad c(x,0)=c_0 .$$

Try $c=X(x)T(t)$ and divide by $DXT$:

$$\frac{T'}{DT}=\frac{X''}{X}=\mu .$$

The two sides depend on different variables, so $\mu$ is a constant. To find its sign, multiply $X''=\mu X$ by $X$ and integrate by parts. The boundary terms vanish because $X(0)=X(L)=0$, leaving $\mu\int_0^L X^2dx=-\int_0^L X'^2dx<0$. Write $\mu=-q^2$. Then $X(0)=0$ selects $\sin qx$, and $X(L)=0$ requires $q=n\pi/L$ with $n=1,2,\dots$ Hence

$$c(x,t)=\sum_{n\ge1} b_n\sin\frac{n\pi x}{L}\;e^{-n^2t/\tau},\qquad \tau=\frac{L^2}{\pi^2D}.$$

At $t=0$ this sum must equal $c_0$. Multiply by $\sin(m\pi x/L)$ and integrate. The sines are orthogonal, with $\int_0^L\sin^2(m\pi x/L)\,dx=L/2$, so

$$b_n=\frac{2c_0}{L}\int_0^L\sin\frac{n\pi x}{L}dx=\frac{2c_0}{n\pi}(1-\cos n\pi),$$

which is $4c_0/(n\pi)$ for odd $n$ and zero for even $n$. The thickness average of an odd sine is $2/(n\pi)$. Multiplying it by $b_n/c_0$ gives

$$F(t)=\frac{8}{\pi^2}\sum_{n\ \rm odd}\frac{1}{n^2}e^{-n^2t/\tau}.$$

Since $\sum_{n\ \rm odd}n^{-2}=\pi^2/8$, the formula gives $F(0)=1$, as it must.

## Part (b)

**Question.** Show that the sheet needs about 7.5 hours to lose 99.9 percent of its hydrogen. Justify any truncation of the series.

**Answer.** The remaining fraction is to be $R=0.001$. Every term of $F$ decreases with time, and $F$ falls continuously from 1 towards 0, so it crosses $R$ once. Keep the term $n=1$ and solve:

$$\frac{8}{\pi^2}e^{-t/\tau}=R\quad\Longrightarrow\quad t=\tau\ln\frac{8}{\pi^2R}.$$

The numbers are

$$\tau=\frac{(2\times10^{-3})^2}{\pi^2\times10^{-10}}\ \text{s}=4052.8\ \text{s},\qquad \ln\frac{8}{\pi^2\times0.001}=6.6977,$$

$$t=4052.8\times6.6977\ \text{s}=27145\ \text{s}=7.54\ \text{h}.$$

For the neglected terms, $n^2-1\ge8$ when $n\ge3$. Relative to the first term, their sum is therefore at most

$$e^{-8t/\tau}\sum_{n=3,5,\dots}\frac1{n^2}=e^{-8t/\tau}\left(\frac{\pi^2}{8}-1\right)\approx1.3\times10^{-24}.$$

The truncation is harmless here. At 0.5 h it is still visible: the full series gives 0.5215 and the first term 0.5199.

As an independent test, the diffusion equation was solved on 400 finite-volume cells without using the sine series. The crossing time was again 7.540 h.

Once the first term dominates, each further factor of ten in remaining hydrogen costs $\tau\ln10$, or about 2.6 h. The time scales as $L^2/D$, so at fixed $D$ and $R$ a sheet twice as thick takes four times as long.

## Part (c)

**Question.** At the time found in (b), find the midplane concentration and the flux leaving each face. Express the flux as a gas load in Torr L/(s cm²), with the gas counted at 300 K. How long would degassing take if one face were sealed?

**Answer.** At late times $c=(4c_0/\pi)\sin(\pi x/L)\,e^{-t/\tau}$. At $x=L/2$ the sine is 1, so the midplane concentration is $(4/\pi)/(8/\pi^2)=\pi/2$ times the mean. It is $0.00157\,c_0$ when the mean is $0.001\,c_0$. A specification that required the midplane itself to reach $0.001\,c_0$ would add $\tau\ln(\pi/2)\approx0.5$ h.

The outward flux at $x=0$ is $+D\,\partial c/\partial x$, because outward there means towards negative $x$:

$$J_{\rm out}=D\,\frac{4c_0}{\pi}\,\frac{\pi}{L}e^{-t/\tau}=\frac{4Dc_0}{L}e^{-t/\tau}.$$

From (b), $e^{-t/\tau}=\pi^2R/8=1.234\times10^{-3}$. The prefactor is $4\times10^{18}$ atoms/(m² s), so $J_{\rm out}=4.93\times10^{15}$ atoms/(m² s).

Two atoms form one molecule. Multiplying the molecular flux $J_{\rm out}/2$ by $k_BT$ at 300 K, and converting joules to Torr L and m² to cm², gives $7.7\times10^{-9}$ Torr L/(s cm²). This is the load at the degassing temperature, merely counted as gas at 300 K. It is not the outgassing rate of a sheet cooled to 300 K, where $D$ is far smaller.

A sealed face has $\partial c/\partial x=0$. Reflecting the profile in that face produces a sheet of thickness $2L$, open on both sides, whose midplane gradient vanishes by symmetry. Replacing $L$ by $2L$ multiplies the time by four, to 30.2 h.

## Part (d)

**Question.** Hydrogen atoms must pair up before they leave. Let the outward atom flux be $Kc_s^2$, where $c_s$ is the concentration just below the surface. Find the dimensionless number that compares surface and bulk transport, and explain why the surface matters more as degassing proceeds.

**Answer.** Let $u=c/c_0$, and let $\xi$ be the distance from the midplane divided by $L/2$. The flux balance at the surface, $-D\,\partial c/\partial(\xi L/2)=Kc_s^2$, becomes

$$-\frac{\partial u}{\partial\xi}=\Omega u_s^2,\qquad \Omega=\frac{Kc_0L}{2D}.$$

Now rescale by the current mean fraction $\bar u$, writing $u=\bar u v$. One factor of $\bar u$ cancels, leaving $-\partial v/\partial\xi=(\Omega\bar u)v_s^2$. The relevant number is thus $\Omega\bar u$, which falls as the sheet empties. Recombination is second order in concentration and diffusion is first order, so a surface that is fast at the start can become slow at the end.

Numerical solution of the diffusion equation with this boundary condition, all other parameters fixed, gives:

| $K$ (m⁴/s) | $\Omega$ | $\Omega R$ | Time (h) |
|---|---|---|---|
| $10^{-26}$ | $2\times10^6$ | 2000 | 7.61 |
| $10^{-27}$ | $2\times10^5$ | 200 | 7.77 |
| $10^{-28}$ | $2\times10^4$ | 20 | 8.30 |
| $10^{-29}$ | $2\times10^3$ | 2 | 10.51 |

In the last row $\Omega$ is large, yet $\Omega R$ is of order one and the delay is about 3 h.

In the opposite limit, $\Omega\ll1$, the profile is nearly flat. Each half of the sheet then obeys $(L/2)\,dc/dt=-Kc^2$. Dividing by $c^2$ and integrating gives

$$\frac{c}{c_0}=\frac{1}{1+2Kc_0t/L}.$$

The decay is no longer exponential: at long times each further factor of ten takes ten times as long.

## Part (e)

**Question.** The furnace contains hydrogen at partial pressure $p=10^{-5}$ Torr. Let surface exchange be fast, so that Sieverts' law $c_{\rm eq}=S\sqrt p$ holds at the faces, with $S=0.05$ mol/(m³ Pa$^{1/2}$), counted in moles of hydrogen atoms. Find the new time and the pressure at which the target becomes unreachable.

**Answer.** The difference $c-c_{\rm eq}$ obeys the same diffusion equation, vanishes at the faces and starts at $c_0-c_{\rm eq}$. With $f=c_{\rm eq}/c_0$, the remaining fraction is therefore $f+(1-f)F(t)$. Setting this equal to $R$ requires $F=(R-f)/(1-f)$, and hence

$$t=\tau\ln\frac{8(1-f)}{\pi^2(R-f)},\qquad f<R.$$

The pressure is $1.33\times10^{-3}$ Pa. Multiplying $S\sqrt p$ by Avogadro's number and dividing by $c_0$ gives $f=5.5\times10^{-5}$. The time rises to 7.60 h, about 4 minutes more. This assumes a surface faster than those tabulated in (d). With a net outward flux $K(c_s^2-c_{\rm eq}^2)$, the surface concentration at the target is within 1 percent of $c_{\rm eq}$ for $K\ge10^{-24}$ m⁴/s, but it is $1.2\,c_{\rm eq}$ at $K=10^{-26}$ and $12\,c_{\rm eq}$ at $K=10^{-29}$. In those two cases the furnace hydrogen adds only about 1.7 and 0.3 minutes to the times in (d), so the delays of (d) and (e) do not simply add.

As $f\to R$ the logarithm diverges. Setting $S\sqrt p\,N_A=Rc_0$ gives

$$p=\left(\frac{Rc_0}{N_AS}\right)^2=3.3\times10^{-3}\ \text{Torr}.$$

At or above this pressure, no finite time reaches the target in this model.

## Part (f)

**Question.** Estimate the separate effects of a temperature error, reversible traps and the edges of a 300 mm square sheet. Use $D=D_0e^{-E/k_BT}$ with $D_0=9\times10^{-7}$ m²/s and $E=0.56$ eV. There are $10^{-3}$ trap sites per lattice site, with binding energy $E_b=0.20$ eV. How far can the 7.5 h be trusted for a real sheet?

**Answer.** *Temperature.* The chosen $D$ corresponds to $T=E/[k_B\ln(D_0/D)]=714$ K. Since $t\propto1/D$,

$$\frac{d\ln t}{dT}=-\frac{E}{k_BT^2}=-1.28\ \text{percent per K}.$$

A sheet 20 K colder needs 9.8 h. This follows from the full exponential, since the linear estimate is too small for such a step.

*Traps.* In local equilibrium at low occupancy, the trapped concentration is $\kappa c$, with $\kappa=(N_t/N_L)e^{E_b/k_BT}=0.026$. Here $N_t$ and $N_L$ are the densities of trap and lattice sites. Trapped atoms do not diffuse, so conservation reads $(1+\kappa)\,\partial c/\partial t=D\,\partial^2c/\partial x^2$. The effective diffusivity is $D/(1+\kappa)$, and the time becomes 7.735 h, about 12 minutes more. Deeper or more numerous traps would matter more: $E_b=0.40$ eV gives about 12.5 h. Still deeper traps start largely filled, and the low-occupancy formula then overestimates the delay (138 h against about 119 h for saturable traps at $E_b=0.60$ eV).

*Edges.* A product of one-dimensional solutions, one for each direction, satisfies the three-dimensional equation and its boundary conditions. The remaining fractions therefore multiply. Along a long side $a$, each edge acts as the surface of a half-space, with outward flux $c_0\sqrt{D/(\pi t)}$. Integrated over time, this is a loss of $2c_0\sqrt{Dt/\pi}$ per unit edge area. Two opposite edges leave the fraction

$$1-\frac{4}{a}\sqrt{\frac{Dt}{\pi}}=0.988 .$$

With both pairs of edges included, the time falls slightly, to 7.51 h.

*The real case.* The values of $c_0$, $D_0$ and $E$ are rough typical ones for austenitic stainless steel. The value of $S$ is less certain, and its unit needs care: tabulated solubilities often count moles of H₂, and 0.05 mol of H₂ is 0.10 mol of atoms. With $S$ doubled in this way, the furnace hydrogen in (e) would add about 8 minutes instead of 4, and the limiting pressure would fall fourfold, to $8.3\times10^{-4}$ Torr. Ferritic steel has a much higher hydrogen diffusivity at the same temperature. Vacuum firing is often done well above 714 K, where diffusion is faster, so the example is closer to a medium-temperature bake. The trap parameters are illustrative, and the values of $K$ are assumed, because recombination depends strongly on oxide and surface condition. Zero surface concentration is therefore a doubtful assumption: within the range scanned, slow recombination moves the time from 7.5 h to as much as 10.5 h, and a slower surface moves it much further, to about 24 h at $K=10^{-30}$ m⁴/s and about 150 h at $K=10^{-31}$ m⁴/s. Nothing fixes $10^{-29}$ as a lower end, and coefficients inferred from the outgassing of stainless steel can be this small, in which case the surface and not diffusion sets the time. Within the scanned range temperature can matter as much, since a sheet about 25 K too cold would also need 10.5 h; matching the 24 h case would take an error of about 80 K. The 7.5 h is the diffusion time at a uniform, known temperature. A furnace schedule must add heating time and a margin for the surface and for cold spots. The computed values are collected in the numerical output.

## Computed results

```
Thickness: 2.0 mm
Diffusivity: 1.0e-10 m^2/s
Target remaining fraction: 0.0010
Slowest decay time tau: 4052.8 s
Logarithm ln(8/(pi^2 R)): 6.6977
Degassing time, formula: 27145 s = 7.540 h
Degassing time, finite volume: 7.540 h
One open face, finite volume: 30.16 h
n=3 term / n=1 term at target: 6.0e-25
Midplane fraction at target: 0.001571
At 0.5 h: remaining 0.521538, first term 0.519884
At 1.0 h: remaining 0.333474, first term 0.333443
At 2.0 h: remaining 0.137168, first term 0.137168
At 4.0 h: remaining 0.023212, first term 0.023212
At 6.0 h: remaining 0.003928, first term 0.003928
At 7.5 h: remaining 0.001036, first term 0.001036
Initial hydrogen: 2.0e+25 atoms/m^3
Final flux per face: 4.935e+15 atoms/(m^2 s)
Final gas load (300 K): 7.67e-09 Torr L/(s cm^2)
Recombination K=1e-26 m^4/s: number 2.0e+06, time 7.61 h
Recombination K=1e-27 m^4/s: number 2.0e+05, time 7.77 h
Recombination K=1e-28 m^4/s: number 2.0e+04, time 8.30 h
Recombination K=1e-29 m^4/s: number 2.0e+03, time 10.51 h
Solubility: 0.050 mol/(m^3 Pa^0.5)
Furnace hydrogen pressure: 1.0e-05 Torr
Equilibrium fraction c_eq/c0: 5.50e-05
Time with furnace hydrogen: 7.604 h
Pressure making target unreachable: 3.31e-03 Torr
Diffusion prefactor: 9.0e-07 m^2/s
Diffusion activation energy: 0.56 eV
Temperature for chosen D: 713.7 K
Relative change of D: 1.28 percent/K
Time if 20 K colder: 9.80 h
Trap sites per lattice site: 1.0e-03
Trap binding energy: 0.20 eV
Lattice site density: 8.5e+28 sites/m^3
Trap slowing factor: 1.0258
Time with traps: 7.735 h
Sheet side: 300 mm
Edge factor per pair of edges: 0.98761
Time including edges: 7.512 h
```
